# Two Permittivities in the Size Correction of Vertical Charged-Defect Transitions

A defect of charge $+1$ in a high-permittivity oxide is relaxed in a periodic supercell, and an electron is then added while the ions stay where they are. If the finite-size error of this vertical energy is corrected with the static permittivity alone, the correction can have the wrong sign. In the example below, a cell of edge 40 bohr gives an uncorrected energy 10.4 mRy below the isolated-defect limit. The static-only correction moves it to 14.0 mRy below. The correction derived here leaves an error of 0.2 mRy.

## The counter-example

**The model.** The host is an fcc lattice with conventional edge 10 bohr. Each site carries an electronic dipole $\mathbf p^e$ and an ionic dipole $\mathbf p^i$. The defect is a point charge $Q$, in units of $+e$, at an octahedral site. The permittivities are round model values: $\varepsilon_\infty=4$ when only electrons respond and $\varepsilon_0=20$ when ions respond too. With a volume $\Omega=250$ bohr³ per site, the Clausius–Mossotti relation for a cubic lattice, $\alpha=\frac{3\Omega}{4\pi}\frac{\varepsilon-1}{\varepsilon+2}$, gives $\alpha_e$ from $\varepsilon_\infty$ and the sum $\alpha_e+\alpha_i$ from $\varepsilon_0$. The results are $\alpha_e=29.84$ bohr³ for the electronic and $\alpha_i=21.70$ bohr³ for the ionic dipole.

In Rydberg units $e^2=2$ Ry bohr. With dipoles measured in units of $e$, and $\mathbf P=\mathbf p^e+\mathbf p^i$, the energy per supercell of edge $L$ is

$$
W=e^2\Big[\sum_s\Big(\frac{|\mathbf p^e_s|^2}{2\alpha_e}+\frac{|\mathbf p^i_s|^2}{2\alpha_i}\Big)-\frac12\sum_{s,s'}\mathbf P_s\!\cdot\! T_{ss'}\mathbf P_{s'}-Q\sum_s\mathbf P_s\!\cdot\!\mathbf F_s\Big]+\frac12V_LQ^2 .
$$

Here $T$ is the periodic dipole interaction and $\mathbf F_s$ is the bare field at site $s$ of a unit defect charge with its periodic images. The last term is the bare interaction of the charge with its images and a uniform neutralizing background, where

$$
V_L=-\frac{\alpha_Me^2}{L},\qquad \alpha_M=2.8373
$$

for a cubic cell. The infinite self-energy of the point charge is omitted, and the cell average of the electrostatic potential is set to zero.

**The vertical energy.** First both kinds of dipole are minimized at $Q=+1$. Then the ionic dipoles are frozen, $Q$ is set to 0, and the electronic dipoles are minimized again. The difference of the two energies is the vertical energy. Once the polarizabilities are given, no macroscopic screening law enters it. Reservoir and band-edge energies are not included, so it is not by itself an optical level.

For $L=40$ bohr the result is 0.4522 Ry. A fit to the four largest cells, with terms in $1/L$, $1/L^3$ and $1/L^5$ and a free $1/L$ coefficient, gives the isolated limit 0.4627 Ry, or 6.295 eV.

**The static-only correction.** This recipe assigns an error $V_LQ^2/(2\varepsilon_0)$ to each charge state. For $+1\to0$ the predicted error is

$$
\frac{V_L}{2\varepsilon_0}(0^2-1^2)=-\frac{V_L}{40}.
$$

At 40 bohr, $V_L=-2.8373\times2/40=-0.14186$ Ry, so the predicted error is $+3.55$ mRy. Subtracting it takes the actual error from $-10.42$ to $-13.97$ mRy.

**The electronic-only correction.** Replacing $\varepsilon_0$ by $\varepsilon_\infty$ does not help. The predicted error becomes $-V_L/8=+17.73$ mRy, and subtracting it leaves about $-28.2$ mRy.

**Any single permittivity.** With a positive value $\varepsilon$, the predicted coefficient of $V_L$ is $-1/(2\varepsilon)$, which is negative. The fitted coefficient is $+0.0749$. Matching it would require $\varepsilon=-1/(2\times0.0749)\approx-6.68$. The fault is therefore in the form of the recipe, and no choice of positive permittivity repairs it.

## The correct statement

Let a localized defect of charge $q$ be relaxed in a cubic supercell of an isotropic dielectric with linear response. Let its charge change by $\Delta$ at fixed ions. To leading order in $1/L$, the vertical energy in the supercell differs from its isolated value by

$$
\boxed{\;\delta E_v=V_L\left[\frac{q\Delta}{\varepsilon_0}+\frac{\Delta^2}{2\varepsilon_\infty}\right]\;}
$$

The correction to add is $-\delta E_v$.

For $q=1$, $\Delta=-1$ the bracket is $-1/20+1/8=0.075$. At 40 bohr, $\delta E_v=-10.64$ mRy. Subtracting this turns the error of $-10.42$ mRy into $+0.22$ mRy.

## Proof

**Step 1: the energy at given ions.** Let $u$ denote all ionic displacements from the relaxed structure at $Q=0$. After the electrons have been minimized out, linear response means that the energy is quadratic:

$$
W(Q,u)=W_0+\mu Q+\tfrac12K_\infty Q^2+Q\,b\!\cdot\!u+\tfrac12u\!\cdot\!Au .
$$

There is no term linear in $u$ alone, because $u=0$ is relaxed at $Q=0$. Rigid translations of the whole crystal cost no energy and are excluded from $u$. For a stable lattice the matrix $A$ is then positive definite. The curvature $K_\infty=\partial^2W/\partial Q^2$ is taken at fixed ions, so it contains electronic response only.

**Step 2: relaxing the ions around $q$.** The condition $\partial W/\partial u=0$ gives

$$
qb+Au_q=0\quad\Rightarrow\quad u_q=-qA^{-1}b .
$$

Inserting this, the coupling term is $-q^2\,b\!\cdot\!A^{-1}b$ and the elastic term is $+\tfrac12q^2\,b\!\cdot\!A^{-1}b$. Hence

$$
W_{\rm rel}(q)=W_0+\mu q+\tfrac12K_0q^2,\qquad K_0=K_\infty-b\!\cdot\!A^{-1}b .
$$

The curvature $K_0$ contains both electronic and ionic response.

**Step 3: changing the charge at fixed $u_q$.** The elastic term cancels in the difference:

$$
\begin{aligned}
E_v&=W(q+\Delta,u_q)-W(q,u_q)\\
&=\mu\Delta+\tfrac12K_\infty\big[(q+\Delta)^2-q^2\big]+\Delta\,b\!\cdot\!u_q\\
&=\mu\Delta+K_\infty q\Delta+\tfrac12K_\infty\Delta^2-q\Delta\,b\!\cdot\!A^{-1}b .
\end{aligned}
$$

By the definition of $K_0$, the second and fourth terms combine to $K_0q\Delta$. Therefore

$$
E_v=\Delta(\mu+K_0q)+\tfrac12K_\infty\Delta^2 .
$$

The first term is the work of bringing $\Delta$ into the potential $\mu+K_0q$ that already exists at the defect. The ions helped to form that potential, so it is statically screened. The second term is the energy of the added charge in its own response. The ions take no part in that response, so it is electronically screened.

**Step 4: the size dependence of the curvatures.** Each curvature is the change of potential at the defect per unit charge placed there. Far from a unit charge in the medium, the potential energy of another unit charge is $e^2/(\varepsilon r)$. Here $\varepsilon=\varepsilon_\infty$ if the ions are fixed and $\varepsilon=\varepsilon_0$ if they relax.

In vacuum, the images and background produce the potential $V_L$ at the defect. In the medium they produce $V_L/\varepsilon$. Near the defect this potential is a constant plus a part that grows as $r^2/L^3$, because the field of the images vanishes at the centre of the cubic arrangement. The constant does work on the charge but exerts no force on the surrounding neutral medium, so it does not alter the local response.

Close to the defect the potential departs from $e^2/(\varepsilon r)$. For a defect at a site of cubic or tetrahedral symmetry in a cubic host that is not piezoelectric, as in the model, the Fourier transform of this departure stays bounded as the wave vector goes to zero, although its limit can depend on direction. At a site of lower symmetry the defect can acquire a dipole, which adds a term growing as $1/k$. That term is odd in the wave vector and cancels between $\mathbf k$ and $-\mathbf k$ at the defect, so only the bounded part matters. The supercell replaces an integral over wave vectors by a sum with spacing $2\pi/L$ and omits the zero wave vector. For a bounded transform of this kind, that changes the potential at the defect only at order $L^{-3}$. Thus

$$
\delta K_0=\frac{V_L}{\varepsilon_0}+O(L^{-3}),\qquad
\delta K_\infty=\frac{V_L}{\varepsilon_\infty}+O(L^{-3}).
$$

The coefficient $\mu$ is the potential at the neutral relaxed defect. That state has no monopole, so $\delta\mu$ has no $1/L$ term. Inserting these changes into $E_v$ gives the boxed formula. ∎

## What the static recipe leaves out

The static-only error is $V_L[(q+\Delta)^2-q^2]/(2\varepsilon_0)=V_L[q\Delta+\Delta^2/2]/\varepsilon_0$. Subtracting it from the correct one cancels the cross term and leaves

$$
\frac{V_L\Delta^2}{2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
$$

This does not depend on $q$. For $|\Delta|=1$ it is $0.1\,V_L$, or $-14.2$ mRy ($-0.193$ eV) at 40 bohr.

The term has a direct meaning. If the ions relax after the transition, the energy released is

$$
\lambda=W(q+\Delta,u_q)-W_{\rm rel}(q+\Delta).
$$

The first energy is $W_{\rm rel}(q)+E_v$. Substituting the results of steps 2 and 3, the terms in $\mu$, $q^2$ and $q\Delta$ cancel, leaving

$$
\lambda=\tfrac12(K_\infty-K_0)\Delta^2 .
$$

Its size error is the missing term. The static recipe thus treats the final state as if this relaxation had already happened. The fitted coefficient of $V_L$ in $\lambda$ is 0.09995, against 0.1 from the formula.

The isolated energies fit together in the same way. The relaxed $+1$ state has energy $-0.3684$ Ry, the relaxed neutral state has energy zero, and $\lambda=0.0942$ Ry. Their combination $0.3684+0.0942=0.4626$ Ry equals the vertical energy to within rounding. This follows from the definition of $\lambda$ and is bookkeeping, not a further test.

## A neutral final state still needs a correction

Adding the initial-state error $V_Lq^2/(2\varepsilon_0)$ to $\delta E_v$ gives the error of the final total energy:

$$
\delta W_{\rm final}=V_L\left[\frac{q^2}{2\varepsilon_0}+\frac{q\Delta}{\varepsilon_0}+\frac{\Delta^2}{2\varepsilon_\infty}\right].
$$

For $\Delta=-q$ this becomes $\tfrac12V_Lq^2(1/\varepsilon_\infty-1/\varepsilon_0)$, which is not zero in a polar host.

The frozen ions explain this. Before the transition the far potential is $qe^2/(\varepsilon_0r)$. Removing $q$ at fixed ions subtracts $qe^2/(\varepsilon_\infty r)$. What remains is $qe^2(1/\varepsilon_0-1/\varepsilon_\infty)/r$, or $-0.2\,e^2/r$ for $q=1$ here. The defect is neutral, but the ionic polarization left behind has a long-range potential and interacts with its periodic images. This interaction includes the elastic energy of the overlapping ionic displacements, so the far potential alone does not give its full size.

## Other transitions and limits

The coefficients of $V_L$ in the vertical energy are:

| Transition | Fitted | Correct formula | Static only | Electronic only |
|---|---:|---:|---:|---:|
| $+1\to0$ | 0.0749 | 0.075 | −0.025 | −0.125 |
| $+1\to+2$ | 0.1751 | 0.175 | 0.075 | 0.375 |
| $0\to+1$ | 0.1250 | 0.125 | 0.025 | 0.125 |
| $+2\to+1$ | 0.0248 | 0.025 | −0.075 | −0.375 |

For $q=0$ there is no earlier charge and $\varepsilon_\infty$ alone is correct. For $\varepsilon_0=\varepsilon_\infty$ the two permittivities merge and the static recipe is valid. For a thermodynamic level, both charge states are relaxed and $\varepsilon_0$ applies to both.

For a transition from $q=\pm1$ to neutral, the correct coefficient is $1/(2\varepsilon_\infty)-1/\varepsilon_0$. It is positive when $\varepsilon_0>2\varepsilon_\infty$, and the static-only correction then has the wrong sign. At $\varepsilon_0=2\varepsilon_\infty$ the $1/L$ error vanishes, although the static recipe still predicts one.

The small deviations in the table have a common origin. The fitted coefficient of the initial potential at $q=1$ is 0.0501 instead of 0.05, while the purely electronic coefficient is 0.1250. The imperfect fit therefore lies in the static response.

For $+1\to0$, the error after the correct correction falls from 0.218 mRy at 40 bohr to 0.051 mRy at 80 bohr. These residuals are measured against the fitted limit and share its small error, so their ratio is only approximate. It lies between 4 and 5, well below the 8 of a pure $L^{-3}$ law. Higher powers of $1/L$ are needed to explain this. The drops between successive cells do not depend on the fitted limit. From the step 40–60 bohr to the step 60–80 bohr they shrink by a factor below 2.5, whereas a pure $L^{-3}$ law would give 4.1.

## Where the formula stops

The quadratic energy fails if the transition causes strongly anharmonic or nonlinear response. The model is linear by construction, even at the sites next to the charge, where the field is far larger than a real oxide sustains linearly. Its absolute energies therefore belong to the model only, and what carries over is the size dependence. The point-charge form of $V_L$ fails if the added carrier spreads over the cell or enters a band. An anisotropic host needs permittivity tensors in the image sum. In a piezoelectric host, even a cubic one, the relaxed ions couple the field to strain. The static screening then depends on the direction of the wave vector, and a single $\varepsilon_0$ gives the $q\Delta$ term only approximately.

In a gate stack, the formula applies to a bulk supercell of the dielectric layer. A slab or interface cell needs electrostatics with the actual permittivity profile and boundary conditions, for the static and the electronic response separately. Both permittivities should describe the same host, at the same level of theory, as the supercell energies. Band-edge alignment and band filling remain separate corrections.

The numerical output below gives the energies for all five cell sizes.

## Calculated quantities

```
INPUTS
fcc edge = 10.0 bohr
electronic polarizability = 29.842 bohr^3
ionic polarizability = 21.703 bohr^3
electronic permittivity from response = 4.0000
static permittivity from response = 20.0000
periodic-charge constant alpha_M = 2.837297
RELAXED CHARGE +1, dimensionless coefficients of V_L
energy: fitted 0.02505, formula 0.02500
potential: fitted 0.05011, formula 0.05000
VERTICAL ENERGIES, dimensionless coefficients of V_L
q -> q': fitted, mixed, static only, electronic only
+1 -> +0: 0.07490, 0.07500, -0.02500, -0.12500
+1 -> +2: 0.17511, 0.17500, 0.07500, 0.37500
+0 -> +1: 0.12500, 0.12500, 0.02500, 0.12500
+2 -> +1: 0.02479, 0.02500, -0.07500, -0.37500
single permittivity needed for +1 -> 0 = -6.676
TRANSITION +1 -> 0, energies in Ry
L (bohr): V_L, raw, mixed-corrected, static-corrected
40: -0.141865, 0.452243, 0.462883, 0.448697
60: -0.094577, 0.455672, 0.462765, 0.453307
80: -0.070932, 0.457396, 0.462716, 0.455623
100: -0.056746, 0.458439, 0.462695, 0.457020
120: -0.047288, 0.459138, 0.462685, 0.457956
fitted isolated vertical energy = 0.462666 Ry
fitted isolated vertical energy = 6.2949 eV
ERRORS AGAINST THE FITTED LIMIT, +1 -> 0, in mRy
L (bohr): raw, mixed-corrected, static-corrected
40: -10.422, 0.218, -13.969
60: -6.994, 0.099, -9.358
80: -5.269, 0.051, -7.043
100: -4.227, 0.029, -5.645
120: -3.528, 0.019, -4.710
term missed by static recipe, L=40 bohr = -0.014186 Ry
term missed by static recipe, L=40 bohr = -0.1930 eV
IONIC RELAXATION AFTER A UNIT CHARGE CHANGE
isolated energy release = 0.094228 Ry
fitted coefficient of V_L = 0.09995
formula coefficient of V_L = 0.10000
isolated relaxed energy of charge +1 = -0.368437 Ry
```
